# Summed Time to First Escape in Parallel Replica Simulation, part 2

When $N$ replicas of a system, all trapped in the same state, run in parallel until one escapes, by how much must the physical clock advance? The answer is the simulation time summed over all replicas.

The dynamics is Markovian. A replica has configuration $x$, first exit time $T$ and exit channel $j$. The quasi-stationary distribution $\nu$ (QSD) is the law unchanged by conditioning on survival. From $\nu$, escape has rate $k$ and channel probabilities $p_j$.

The first derivation multiplied the survival probabilities of independent replicas. The summed time $C$ at the first escape obeys

$$P(C>s)=e^{-ks}.$$

The second places all replicas' steps, each of length $\delta$, in one sequence, ordered without looking at the configurations. $K(x,x')$ is the probability density for a step from $x$ to $x'$ inside the state, and $\lambda$ is the probability of staying during one step from $\nu$:

$$\int\nu(x)K(x,x')\,dx=\lambda\,\nu(x').$$

By induction, until a step leads out, the replicas remain independent with law $\nu$. If step $M$ is the first to lead out,

$$P(M>m)=\lambda^m .$$

**The example.** A copper adatom on Cu(100) at 400 K sits beside a descending step, on the right. Its model motion is one-dimensional and overdamped, with

$$U(x)=\frac{E}{2}\left[1-\cos\frac{2\pi x}{a}\right],\qquad E=E_L\ (x<0),\quad E=E_R\ (x>0).$$

Here $E_L=0.50$ eV, $E_R=0.55$ eV, $a=0.256$ nm, $D=0.002$ nm²/ps (local diffusion constant), $k_BT=0.03447$ eV, $\beta=1/k_BT$ and $N=64$. Escape means first contact with a ridge at $x=\pm b$, $b=a/2$. The grid model (160 intervals) gives $1/k=0.582$ µs and right-exit probability $p_R=0.198$. The two lowest decay rates in the well are $\lambda_1<\lambda_2$.

The closing numerical output also lists two earlier checks. The "wrong credit" is $N$ times the escaping replica's own time, for 32 replicas at speed 1 and 32 at speed 0.5. The "log-periodic law" is the survival function

$$S(t)=\exp\{-t\,[1+0.1\sin(2\pi\ln t/\ln2)]\},$$

whose "gap" is the largest difference between $S(t/N)^N$ and $S(t)$.

**Return to continuous time.** Define $k$ by $\lambda=e^{-k\delta}$. The summed time up to and including the escaping step is $M\delta$. It exceeds $s$ when $M$ exceeds the whole number $\lfloor s/\delta\rfloor$ of steps that fit into $s$, so

$$P(M\delta>s)=e^{-k\delta\lfloor s/\delta\rfloor}\ \longrightarrow\ e^{-ks}\qquad(\delta\to0),$$

because $\delta\lfloor s/\delta\rfloor$ differs from $s$ by less than $\delta$. Processors that work simultaneously fit into the sequence if each round of steps is counted in a fixed order. When a copy escapes, the steps that stand later in the same round are not counted, and a second escape in that round is ignored.

A small random simulation examines this counting with an uneven order. The state has three sites, and the probabilities of moving between them in one step are

$$K=\begin{pmatrix}0.80&0.15&0\\0.10&0.75&0.10\\0&0.20&0.65\end{pmatrix}.$$

What is missing from one in each row is the escape probability. The largest eigenvalue is $\lambda=0.93322$. Five replicas, numbered 0 to 4, move in alternating rounds with the orders 0, 0, 0, 1, 2, 2, 3 and 0, 1, 1, 3, 4. The geometric law predicts a mean count of $1/(1-\lambda)=14.97$ steps. A sample of 40,000 ensembles gave 15.05, which is one standard error (0.07) higher. The largest difference between sampled and predicted survival probabilities was 0.0063. For a sample of this size drawn from the geometric law, chance alone produces a largest difference of that size or more with a probability of about 5 %. The sample thus lies near the edge of ordinary scatter; it agrees with the law to better than 0.01 in every survival probability, and the law itself rests on the induction above.

**Coarse checking.** Molecular dynamics codes may look for an escape only after each replica has advanced by an interval $\Delta$, and may then credit the whole round, $N\Delta$. A round passes without an escape with probability $e^{-y}$, where $y=kN\Delta$. This supposes that an escape within the round is still recognised at its end. The mean number of rounds is $1/(1-e^{-y})$, and the mean credit is

$$\frac{N\Delta}{1-e^{-y}}=\frac{N\Delta}{y\,(1-y/2+\dots)}=\frac1k\left(1+\frac y2+\dots\right)=\frac1k+\frac{N\Delta}2+\dots$$

To leading order in $y$, the excess is half a round. For the adatom with $\Delta=1$ ps, it is 32 ps, or $5.5\times10^{-5}$ of the mean escape time, provided that every contact with a ridge is recorded. If only the position at the end of each picosecond is inspected, about half of the contacts have already returned and go unseen, and the rate of detected escapes is about $0.52k$, close to the rate of completed hops. It would matter if $N\Delta$ became comparable with $1/k$.

**What the two derivations assume.** The step of the first derivation that joins the replicas uses three facts: the escape times are independent, they are exponential, and they share one rate $k$. It does not ask where the exponential law comes from. It would apply equally to processes drawn from a table of rates, with no configurations behind them. In return, it is silent about preparation. The quasi-stationary distribution entered it earlier, as a way of securing exponential times.

The second derivation starts from the configurations. It assumes Markov dynamics, the law $\nu$ for every replica, and an order of steps that does not depend on the configurations. It does not assume an exponential law but produces the geometric one, for steps of any length. It also shows the task of equilibration directly: each copy must be a fair substitute for a copy that has already survived for a long time.

Both need independence, and an extreme case shows its role. If all copies start from the same configuration and receive the same random forces, they escape together at a time $T$. The summed time is then $NT$, with mean $N/k$, and nothing has been gained by running $N$ copies. The first derivation fails here because the joint survival probability is not a product. The second fails because the surviving copies, taken together, do not have a product law.

Both also need schedules that are blind to the trajectories. If the scheduler prefers replicas that happen to be near a ridge, the replica making the next step no longer has law $\nu$, and the probability of staying during that step is in general not $\lambda$.

Neither derivation limits the number of replicas. Once every copy has the law $\nu$, the first escape may come even sooner than the relaxation time of the well. The practical limit comes from the cost of preparing $\nu$. Let equilibration take $\tau_1$ on each processor, and let the escaped copy be followed for $\tau_2$ until it has settled. On equal processors, with communication neglected, the speed-up is

$$\frac{1/k}{\tau_1+1/(Nk)+\tau_2}.$$

With $\tau_1=\tau_2=10$ ps, the adatom gives $581{,}875/(10+9091.8+10)=63.86$, close to the ideal 64. For very large $N$, the speed-up saturates at $1/[k(\tau_1+\tau_2)]$, about $2.9\times10^4$ here.

**What happens without equilibration.** Suppose that all replicas start at $x_0=0.096$ nm, three quarters of the way from the bottom to the right ridge. Each copy either slides to the bottom, with probability $c$, or touches the nearby ridge almost at once. For overdamped motion, the probability $h(x)$ of reaching the bottom before the ridge obeys

$$\frac{d}{dx}\left(e^{-\beta U}\frac{dh}{dx}\right)=0,\qquad h(0)=1,\quad h(b)=0 .$$

One integration gives $dh/dx=-Ae^{\beta U}$ with a constant $A$. A second integration and the two boundary values give

$$c\approx h(x_0)=\frac{\int_{x_0}^{b}e^{\beta U}dx}{\int_0^{b}e^{\beta U}dx}=0.966 .$$

A copy that has reached the bottom is counted here as relaxed, which is justified for high barriers. Propagation of the grid model also gives 0.966. After the fast relaxation, one replica has survival probability $ce^{-kt}$, and the ensemble has

$$\left(c\,e^{-ks/N}\right)^N=c^Ne^{-ks},$$

provided that $s/N$ is much longer than the relaxation time. A single replica at $t=1/k$ survives with probability 0.355 instead of 0.368, an error of about 3 % of the correct value. For 64 replicas, $c^{64}=0.111$, and the summed survival probability at $s=1/k$ is 0.041 instead of 0.368. One premature escape is enough to stop the ensemble, so the factor $c$, which is close to one for a single copy, is raised to the power $N$.

A general bound follows by exchanging the starting laws one replica at a time. Let $d$ be the total variation distance between the actual starting law and $\nu$, which is the largest difference in probability that the two laws assign to any event. Each exchange changes the probability of any event in the ensemble by at most $d$, so all $N$ exchanges change it by at most $Nd$. In the adatom model, the relaxation time $1/(\lambda_2-\lambda_1)$ is 0.12 ps. When the copies start at $x_0$ and are equilibrated for 1 ps, $d=1.1\times10^{-3}$ and $Nd=0.07$. The computed errors of the summed survival probability at $0.01/k$, $0.1/k$ and $1/k$ respect this bound. After 10 ps, $d$ has fallen to the level of rounding errors.

**The model beside the real surface.** The terrace barrier is a rough typical value and the step barrier a chosen one, and they carry the largest uncertainty in the rate considered here: at 400 K, an error of 0.05 eV in a barrier changes its Boltzmann factor by a factor of 4.3. A real adatom also moves in the second surface direction. If that motion is independent of the first and has barriers of 0.50 eV on both sides, the total rate rises by a factor of 2.57, and the mean time to a ridge contact falls to 0.23 µs. Contact with a ridge is not yet a completed hop. The model potential is symmetric about each ridge, which a real step edge is not, so in the model an overdamped adatom returns as often as it crosses, and the computed rate of reaching a neighbouring minimum is 0.500 of the contact rate. Following the escaped copy until it settles sorts out these returns.

The assumption of strong friction is also far from the real metal. The chosen $D$ implies a friction rate $\gamma=k_BT/(mD)=26$ ps⁻¹ for a copper atom of mass $m$, whereas a rough value for an adatom on a metal is of the order of 1 ps⁻¹. The left ridge has the angular frequency $\omega=15$ ps⁻¹. In Kramers' theory, the crossing rate is proportional to the growth rate of a small displacement $z$ from the ridge, which obeys $\ddot z=-\gamma\dot z+\omega^2z$. The growth rate is $\sqrt{\gamma^2/4+\omega^2}-\gamma/2$, and its overdamped form is $\omega^2/\gamma$. Inertia therefore multiplies the model's hop rate over this ridge by about 0.8 at this friction. At weaker friction, transition-state theory sets the ceiling for classical hops. With well and ridge both treated as harmonic, this ceiling is $\gamma/\omega=1.73$ times the overdamped rate, where $\gamma$ is the friction rate implied by the chosen $D$. The ceiling is not reached at weak friction, because the adatom then exchanges energy with the surface slowly: in a uniform cosine potential with a barrier of 0.50 eV and a friction rate of 1 ps⁻¹, the hop rate is about 1.4 times the overdamped one, and about one jump in six passes more than one ridge. Weak friction also lengthens relaxation. An oscillation in the well then loses its amplitude at a rate of about $\gamma/2$, so for a friction rate of 1 ps⁻¹ the relaxation time is between 1 and 2 ps. An equilibration of 10 ps covers only some five to ten relaxation times, and with $N=64$ a longer one would be prudent.

Three further omissions are small for these numbers. The leading tunnelling correction at the ridge, $1+(\hbar\omega/k_BT)^2/24$, raises the rate by 0.35 %, and the quantised vibration in the well, which has the same frequency, adds about as much again. An exchange process with a rough barrier of 0.70 eV and the same prefactor has 0.3 % of the rate of the left hop. Exchange at the step edge may have a lower barrier, and would then have to be included as a further channel. At a deposition rate of one monolayer per second, $6\times10^{-5}$ atoms arrive on 100 sites during the mean escape time, so the state is seldom altered while the replicas wait. Apart from such arrivals, these effects change $k$, the channels or the time needed to reach $\nu$. They leave the rule for summing the time intact as long as the dynamics is Markovian and each replica has been equilibrated under it. The remaining digits are in the numerical output.

## Numbers as computed

```
temperature 400 K, kT 0.03447 eV
site spacing 0.256 nm
barriers: left 0.50 eV, right 0.55 eV
local diffusion constant 0.0020 nm^2/ps
replicas 64
escape rate, eigenvalue 1.71858e-06 1/ps
escape rate, integrals 1.71630e-06 1/ps
mean escape time 5.81875e+05 ps = 0.5819 us
mean time per replica to first escape 9091.8 ps
relaxation time in well 0.1185 ps
equilibration time 10.0 ps
distance to QSD after equilibration 2.7e-15
s = 0.1/k: single 0.90484, summed 0.90484, exp 0.90484
s = 0.5/k: single 0.60653, summed 0.60653, exp 0.60653
s = 1.0/k: single 0.36788, summed 0.36788, exp 0.36788
s = 2.0/k: single 0.13534, summed 0.13534, exp 0.13534
right-exit probability: eigen 0.1977, integral 0.1976
right exit by s=1/k: single 0.12495, parallel 0.12495
right exit by s=1/k, product formula 0.12495
unequilibrated start at x = 0.0960 nm
relaxation probability c: matrix 0.96627, integral 0.96621
c^N 0.1113
unequilibrated survival at s=1/k: summed 0.0409
unequilibrated survival at t=1/k: single 0.3555
after 1.0 ps: distance 1.10e-03, N*distance 7.04e-02
chain: stay factor 0.93322, mean count 15.045 steps
chain: expected mean 14.974 steps, largest gap 0.0063
two speeds 1 and 0.5: mean k*C 0.9961
wrong credit: mean 1.1054, formula 1.1111 (1/k)
checking interval 1.0 ps: mean excess 32.00 ps
log-periodic law: gap N=2 2.2e-16, N=3 0.0704
speed-up with 10 ps before and 10 ps after 63.86
completed hops / ridge contacts 0.5000
rate factor from second surface direction 2.566
implied friction 26.17 1/ps
barrier angular frequency 15.12 rad/ps
rate factor from inertia at this friction 0.791
transition-state rate / overdamped rate 1.731
Wigner tunnelling factor 1.00347
exchange at rough 0.70 eV, relative to left hop 3.02e-03
arrivals in 1/k at 1 ML/s on 100 sites 5.82e-05
rate factor for barrier error 0.05 eV 4.27
```
